\section*{Contact densities of ns states and the Mössbauer isomer shift}

\section*{Question}

I have an exercise on the electron density at a nucleus. The first part asks me to tabulate $Z^3/(\pi n^3)$ for hydrogen-like $ns$ states with $n=1,\dots,5$. The second part takes $Z=20$ and a $4s$ orbital that holds $0.60$ electrons in the source and $0.70$ in the absorber. With the calibration constant $\alpha=1.50\times10^{-35}\ \mathrm{m^4/s}$, I am to find the M\"ossbauer isomer shift.

I can put numbers into the formula, but I am stuck on three things. The expression has no units, so how can it be a density, and why does it fall as $1/n^3$ when the $ns$ functions have such different shapes? Why does a density turn into a velocity, and what fixes the sign? And may I use the same formula for the valence electron of a real atom, with $Z$ the nuclear charge?

\section*{Answer}

The missing unit is $a_0^{-3}$, where $a_0=4\pi\epsilon_0\hbar^2/(me^2)$ is the Bohr radius. I derive the density first, then the velocity, and then turn to the real atom. The model is one non-relativistic electron of mass $m$ and charge $-e$ in the field of a fixed point charge $Ze$.

\subsection*{The radial equation}

An $s$ state has no angular dependence, so write $\psi(r)=R(r)/\sqrt{4\pi}$ with $\int_0^\infty R^2r^2\,dr=1$. For $u=rR$ the Schr\"odinger equation is
\begin{equation}
-\frac{\hbar^2}{2m}u''-\frac{Ze^2}{4\pi\epsilon_0 r}u=Eu .
\end{equation}
For a bound state put $E=-\hbar^2\kappa^2/(2m)$ with $\kappa>0$. Multiplying by $-2m/\hbar^2$ and using the definition of $a_0$ gives
\begin{equation}
u''+\frac{2Z}{a_0r}u=\kappa^2u .
\end{equation}
Now let $x=2\kappa r$ and divide by $4\kappa^2$. With primes denoting derivatives with respect to $x$ from here on,
\begin{equation}
u''+\left(\frac{\nu}{x}-\frac14\right)u=0,\qquad \nu=\frac{Z}{\kappa a_0}.
\end{equation}
At large $x$ the decaying solution behaves mainly as $\exp(-x/2)$. At the origin $u$ must vanish: otherwise $R\sim1/r$, whose Laplacian contains a delta function that nothing else in the equation cancels. This suggests $u\propto x\exp(-x/2)\,w(x)$, for which
\begin{align}
u'&\propto \exp(-x/2)\left[\left(1-\frac x2\right)w+xw'\right],\\
u''&\propto \exp(-x/2)\left[xw''+(2-x)w'+\left(\frac x4-1\right)w\right].
\end{align}
The remaining term of the equation contributes $(\nu-x/4)w$ to the bracket. The terms in $x/4$ cancel, leaving
\begin{equation}
xw''+(2-x)w'+(\nu-1)w=0 .
\label{eq:w}
\end{equation}
A power series $w=\sum_k c_kx^k$ gives, from the coefficient of $x^k$,
\begin{equation}
c_{k+1}=\frac{k+1-\nu}{(k+1)(k+2)}\,c_k .
\label{eq:rec}
\end{equation}
If the series does not end, the ratio of successive coefficients approaches $1/k$. Then $w$ grows essentially as $\exp(x)$, and $u$ cannot be normalized. The series ends when $\nu=n=1,2,\dots$, so
\begin{equation}
\kappa=\frac{Z}{na_0}.
\end{equation}

\subsection*{Normalization for every $n$ at once}

The recurrence fixes $w$ up to a factor, but the density at the origin also needs the norm. A generating function supplies it without a separate integral for each $n$. Consider
\begin{equation}
G(x,t)=\frac{\exp(-qx)}{(1-t)^2},\qquad q=\frac{t}{1-t},\qquad |t|<1 .
\end{equation}
Since $dq/dt=1/(1-t)^2$, its derivatives are
\begin{equation}
G_x=-qG,\quad G_{xx}=q^2G,\quad
G_t=\left[\frac{2}{1-t}-\frac{x}{(1-t)^2}\right]G .
\end{equation}
Therefore
\begin{align}
\frac{xG_{xx}+(2-x)G_x+tG_t}{G}
&=xq^2-2q+xq+2q-\frac{xt}{(1-t)^2}\nonumber\\
&=x\left[q(q+1)-\frac{t}{(1-t)^2}\right]=0,
\end{align}
because $q+1=1/(1-t)$. Expand $G=\sum_{n\ge1}w_n(x)t^{n-1}$. Each $w_n$ is a polynomial in $x$, and $t\,\partial/\partial t$ multiplies its term by $n-1$. So $w_n$ obeys Eq.~\eqref{eq:w} with $\nu=n$. At $x=0$ we have $G=(1-t)^{-2}=\sum_n nt^{n-1}$, hence $w_n(0)=n$.

For the norm, take two generating functions with small positive variables $t$ and $y$. Using $\int_0^\infty x^2\exp(-Dx)\,dx=2/D^3$,
\begin{equation}
\int_0^\infty x^2\exp(-x)G(x,t)G(x,y)\,dx
=\frac{2}{(1-t)^2(1-y)^2D^3},
\end{equation}
where
\begin{align}
D&=1+\frac{t}{1-t}+\frac{y}{1-y}\nonumber\\
&=\frac{(1-t)(1-y)+t(1-y)+y(1-t)}{(1-t)(1-y)}
=\frac{1-ty}{(1-t)(1-y)} .
\end{align}
The integral is thus $2(1-t)(1-y)/(1-ty)^3$. We need its coefficient of $t^ky^k$ with $k=n-1$. In $(1-t)(1-y)=1-t-y+ty$, the terms with equal powers of $t$ and $y$ are $1+ty$. Since $(1-ty)^{-3}=\sum_j\frac12(j+1)(j+2)(ty)^j$,
\begin{align}
\int_0^\infty x^2\exp(-x)w_n^2\,dx
&=2\left[\frac{(k+1)(k+2)}2+\frac{k(k+1)}2\right]\nonumber\\
&=2(k+1)^2=2n^2 .
\end{align}

Now set $R=N\exp(-x/2)w_n(x)$. With $r=x/(2\kappa)$,
\begin{equation}
1=\int_0^\infty R^2r^2\,dr=\frac{N^2}{8\kappa^3}\,2n^2
\quad\Longrightarrow\quad N^2=\frac{4\kappa^3}{n^2}.
\end{equation}
At the nucleus $R(0)^2=N^2n^2=4\kappa^3$. Dividing by $4\pi$ gives
\begin{equation}
|\psi_{ns}(0)|^2=\frac{\kappa^3}{\pi}=\frac{Z^3}{\pi n^3a_0^3}.
\label{eq:contact}
\end{equation}
The factor $n^2$ from $w_n(0)^2$ cancels the $n^2$ from the norm. What remains is the cube of the decay constant $\kappa$, which is proportional to $Z/n$. Despite the different numbers of radial nodes, this one inverse length sets the contact density.

States with $l>0$ do not contribute in this model. Near the origin the centrifugal term dominates, and a trial power $R\sim r^p$ requires $p(p+1)=l(l+1)$. The choice $p=-l-1$ is not normalizable for $l\ge1$, which leaves $p=l$ and $R(0)=0$.

\subsection*{The table}

For $Z=1$ the numbers in units of $a_0^{-3}$ are just $1/(\pi n^3)$. The last column uses $a_0=5.291772\times10^{-11}$ m and $Z=20$.

\begin{center}
\begin{tabular}{ccc}
$n$ & $Z=1$ ($a_0^{-3}$) & $Z=20$ ($\mathrm{m^{-3}}$)\\
\hline
1 & 0.318310 & $1.7184\times10^{34}$\\
2 & 0.039789 & $2.1481\times10^{33}$\\
3 & 0.011789 & $6.3646\times10^{32}$\\
4 & 0.004974 & $2.6851\times10^{32}$\\
5 & 0.002546 & $1.3748\times10^{32}$
\end{tabular}
\end{center}

These are densities for one electron. An orbital holding $f$ electrons contributes $f$ times as much. If $f$ already counts both spin directions, no further factor of two belongs there.

\subsection*{From density to velocity}

A real nucleus has a finite size, and an electron inside it feels less attraction than a point charge would give. Take a spherical nuclear charge and divide it into thin shells. A shell of radius $b$ and charge $dQ$ has the constant potential $dQ/(4\pi\epsilon_0b)$ inside, and outside it acts as a point charge. Relative to a point charge, the electron's potential energy therefore changes by
\begin{equation}
\frac{e\,dQ}{4\pi\epsilon_0}\left(\frac1r-\frac1b\right)\quad(r<b),
\end{equation}
which is positive, and by zero for $r>b$. To first order in this change, and with the electron density equal to its contact value $\rho(0)$ throughout the nucleus, the energy is
\begin{align}
dW&=\frac{e\,dQ}{4\pi\epsilon_0}\,4\pi\rho(0)
\int_0^b\left(\frac1r-\frac1b\right)r^2\,dr\nonumber\\
&=\frac{e\,dQ}{\epsilon_0}\rho(0)\left(\frac{b^2}{2}-\frac{b^2}{3}\right)
=\frac{e\,\rho(0)}{6\epsilon_0}\,b^2\,dQ .
\end{align}
Summing over shells gives $\int b^2\,dQ=Ze\langle r^2\rangle$, where $\langle r^2\rangle$ is the mean square charge radius. Hence
\begin{equation}
W=\frac{Ze^2}{6\epsilon_0}\,\rho(0)\langle r^2\rangle .
\label{eq:size}
\end{equation}

A gamma transition joins an excited and a ground nuclear state, whose charge radii generally differ. Let $\Delta\langle r^2\rangle$ be the excited value minus the ground value. The transition energy in a given electronic environment is then
\begin{equation}
E=E_\gamma+\frac{Ze^2}{6\epsilon_0}\,\rho(0)\,\Delta\langle r^2\rangle ,
\end{equation}
where $E_\gamma$ is the energy without this correction. Let subscripts $S$ and $A$ denote source and absorber, and count the velocity $v$ as positive when the source moves towards the absorber. For recoil-free emission and absorption, resonance requires $E_S(1+v/c)=E_A$ to first order in $v/c$. The energy correction is tiny compared with $E_\gamma$, so the denominator may be replaced by $E_\gamma$:
\begin{equation}
\delta=v=c\,\frac{E_A-E_S}{E_\gamma}
=\alpha\left[\rho_A(0)-\rho_S(0)\right],\qquad
\alpha=\frac{cZe^2\Delta\langle r^2\rangle}{6\epsilon_0E_\gamma}.
\label{eq:shift}
\end{equation}
This settles the sign. If the excited nucleus is the larger one, $\alpha$ is positive, and a higher density in the absorber gives a positive shift. A smaller excited nucleus reverses it, as does exchanging source and absorber. The second-order Doppler shift, which comes from the thermal motion of the nuclei, is a separate effect and is left out here.

If the orbital is the same in source and absorber and only its occupation changes, Eq.~\eqref{eq:shift} becomes
\begin{equation}
\delta=\alpha(f_A-f_S)|\psi_{ns}(0)|^2 .
\label{eq:occupation}
\end{equation}

\subsection*{Your numbers}

For $n=4$ and $Z=20$, the table gives $2.6851\times10^{32}\ \mathrm{m^{-3}}$, or $39.789\,a_0^{-3}$. The occupation change is $0.70-0.60=0.10$, so
\begin{align}
\rho_A(0)-\rho_S(0)&=0.10\times2.6851\times10^{32}\ \mathrm{m^{-3}}
=2.6851\times10^{31}\ \mathrm{m^{-3}},\\
\delta&=(1.50\times10^{-35}\ \mathrm{m^4/s})
(2.6851\times10^{31}\ \mathrm{m^{-3}})\nonumber\\
&=4.03\times10^{-4}\ \mathrm{m/s}=0.403\ \mathrm{mm/s}.
\end{align}
The source must move towards the absorber at this speed. If you use the density in $a_0^{-3}$, convert $\alpha$ as well; otherwise the units do not reduce to a velocity.

To see the size of the nuclear effect, suppose that the gamma energy is 20 keV. This value and the nuclear radius of $5.0$ fm used below are illustrative choices, not data for a calcium isotope. The shift then corresponds to $E_\gamma\delta/c=2.69\times10^{-8}$ eV. Solving Eq.~\eqref{eq:shift} for the radius change gives
\begin{equation}
\Delta\langle r^2\rangle=\frac{6\epsilon_0E_\gamma\alpha}{cZe^2}
=0.0166\ \mathrm{fm^2}.
\end{equation}

How good is the assumption of constant density inside the nucleus? From Eq.~\eqref{eq:rec}, $w_n'(0)/w_n(0)=(1-n)/2$. The logarithmic slope of $R$ in $x$ at the origin is therefore $-\frac12+\frac{1-n}{2}=-\frac n2$. Multiplying by $2\kappa=2Z/(na_0)$ gives $-Z/a_0$ in $r$, so the density starts as $\rho(0)(1-2Zr/a_0)$. For a shell, the extra integral is $\int_0^b(1/r-1/b)r^3\,dr=b^3/12$, compared with $b^2/6$ before. The energy is thus reduced by the factor $1-Zb/a_0$. Summing over shells replaces $\langle r^2\rangle$ in Eq.~\eqref{eq:size} by $\langle r^2\rangle-(Z/a_0)\langle r^3\rangle$.

For a uniform ball of radius $b$, $\langle r^2\rangle=3b^2/5$ and $\langle r^3\rangle=b^3/2$. The shift depends on how the energy changes with $b$, so its ratio to the constant-density result is, for a small radius change,
\begin{equation}
\frac{\frac65b-\frac32Zb^2/a_0}{\frac65b}=1-\frac54\frac{Zb}{a_0}.
\end{equation}
With $b=5.0$ fm, $Zb/a_0=1.89\times10^{-3}$, and the predicted reduction is about $0.24\%$. Direct integration of the same first-order energy over the nucleus, still with the point-nucleus wave function, gives $0.4018$ mm/s, which is $0.99764$ times the result of Eq.~\eqref{eq:occupation}. This correction is not complete at its own order. For a finite nucleus the potential energy $U$ is finite at the origin, so $u''=(2m/\hbar^2)(U-E)u$ gives $u=R(0)r+O(r^3)$ and $R'(0)=0$. The slope $-Z/a_0$ used above is then absent at the centre; for the uniform ball the logarithmic slope of $R$ grows from zero there to about $-0.8\,Z/a_0$ at the surface. The true density inside the nucleus differs from the point-nucleus one by a relative amount of the same order $Zb/a_0$. The $0.24\%$ therefore shows only the size of the error in the non-relativistic model, a few parts in a thousand; with the wave function of the finite nucleus the reduction is $0.36\%$. The numerical check asserts that the integrated shift agrees with Eq.~\eqref{eq:occupation} to within $0.4\%$, and it tests the contact densities by diagonalizing the radial Hamiltonian.

\subsection*{Can this be used for a real valence electron?}

Equation~\eqref{eq:shift} can still be used with a suitable density, but Eq.~\eqref{eq:contact} is then the wrong source for that density. In a many-electron atom the inner electrons screen the nucleus. Neither the full nuclear charge nor the charge seen from far away describes the whole orbital.

A simple potential energy shows the consequence:
\begin{equation}
U(r)=-\frac{e^2}{4\pi\epsilon_0r}
\left[1+19\exp\left(-\frac{r}{0.30\,a_0}\right)\right].
\end{equation}
The electron sees charge 20 close to the nucleus and charge 1 far away. The fourth $s$ level, again called $4s$, has the contact density $4.21\times10^{30}\ \mathrm{m^{-3}}$. This is smaller by a factor of 64 than the hydrogen-like value for $Z=20$, and larger by a factor of 126 than the one for $Z=1$. The same occupation change and the same $\alpha$ now give
\begin{equation}
\delta=0.0063\ \mathrm{mm/s}
\end{equation}
instead of $0.403$ mm/s. This potential only illustrates screening and is not fitted to calcium. Its contact density is $0.62\,a_0^{-3}$, whereas self-consistent non-relativistic calculations for an isolated calcium ion with $4s$ occupation $0.6$ give about $3.0\,a_0^{-3}$ (local density approximation) and $1.7\,a_0^{-3}$ (spin-restricted Hartree--Fock). Both are still far below the hydrogen-like $39.8\,a_0^{-3}$.

An identity shows what the contact density measures. With primes now denoting derivatives with respect to $r$, multiply $u''=(2m/\hbar^2)(U-E)u$ by $2u'$ and integrate from $0$ to $\infty$. The left side is $-u'(0)^2$. On the right, integrate $(U-E)(u^2)'$ by parts. The boundary terms vanish, since $u^2\sim r^2$ beats $U\sim1/r$ at the origin and $u$ decays at infinity. As $u'(0)=R(0)$,
\begin{equation}
|\psi(0)|^2=\frac{u'(0)^2}{4\pi}
=\frac{m}{2\pi\hbar^2}\int_0^\infty\frac{dU}{dr}\,u^2\,dr .
\end{equation}
The contact density is proportional to the mean inward force. Both the force at each radius and the time the electron spends there matter, so one charge number cannot be chosen merely by looking at the potential near the nucleus.

There is a second restriction. A change of occupation can also reshape the orbital. If its contact densities per electron are $p_S$ and $p_A$, then
\begin{equation}
f_Ap_A-f_Sp_S=(f_A-f_S)p_S+f_A(p_A-p_S).
\end{equation}
Equation~\eqref{eq:occupation} keeps the first term. In your example, the second is small by comparison if the relative change of $p$ is much less than $0.10/0.70=1/7$. Changes in the other occupied $s$ orbitals must be small on the same scale, measured by their contribution to the total density. These conditions are met only roughly even in an isolated calcium ion. For the change from $0.60$ to $0.70$, the local density approximation lowers $p$ by $2.7\%$, so the second term is $-19\%$ of the first, and the core $s$ shells add about $-10\%$. Spin-restricted Hartree--Fock gives about $-10\%$ and $+4\%$.

For an actual material, compute the total all-electron density at the nucleus in both environments and put the difference into Eq.~\eqref{eq:shift}. Smoothed valence orbitals must first be restored to their all-electron form near the nucleus. If $\alpha$ was obtained by fitting measured shifts to calculated densities, use densities calculated in the same way, because the fitted constant absorbs part of the error of that method. At distances of order $a_0/Z$ from the nucleus the electron's speed is of order $v=Z\hbar/(ma_0)$, about $0.15\,c$ for $Z=20$; closer in it is higher, and at the nuclear surface the potential energy is several MeV. So $(v/c)^2\approx0.02$, but the correction to the contact density is much larger than this number. In the Dirac equation the $s$ density near a point nucleus rises as $r^{2\gamma-2}$ with $\gamma=\sqrt{1-(v/c)^2}$, so the small parameter is multiplied by the logarithm of $a_0/(Zb)$, which is about 6 here. The factor $(Zb/a_0)^{2\gamma-2}$ is $1.14$ and accounts for most of the correction. For the hydrogen-like $4s$ state with $Z=20$ and a uniform ball of radius $5$ fm, the Dirac equation raises the shift by about $17\%$. This far exceeds the nuclear-size correction found above and grows with $Z$, so an accurate density needs a relativistic treatment with a finite nucleus. The relativistic density also varies more across the nucleus. For the hydrogen-like $4s$ state, the shift is smaller than Eq.~\eqref{eq:shift} gives with the Dirac density at the centre, by about $0.5\%$ for $Z=20$, $3\%$ for $Z=50$ ($b=6$ fm) and $7\%$ for $Z=79$ ($b=7$ fm).

\section*{Values computed for the example and the checks}
\begin{verbatim}
Bohr radius a0 = 5.291772e-11 m
Contact density of one ns electron:
n   Z=1 (a0^-3)   Z=1 (m^-3)    Z=20 (m^-3)
1   0.318310      2.1481e+30    1.7184e+34
2   0.039789      2.6851e+29    2.1481e+33
3   0.011789      7.9558e+28    6.3646e+32
4   0.004974      3.3563e+28    2.6851e+32
5   0.002546      1.7184e+28    1.3748e+32
Largest relative error, diagonalization = 1.9e-11
Example: Z = 20, n = 4
s occupation, source = 0.60 electrons
s occupation, absorber = 0.70 electrons
Occupation change = 0.10 electrons
Calibration constant alpha = 1.50e-35 m^4/s
4s contact density = 2.6851e+32 m^-3
4s contact density, converted = 39.789 a0^-3
Contact density change = 2.6851e+31 m^-3
Isomer shift = 4.0276e-04 m/s
Isomer shift, converted = 0.4028 mm/s
Shift per added 4s electron = 4.028 mm/s
Gamma energy = 20.0 keV
Energy equivalent of the shift = 2.687e-08 eV
Ground nuclear ball radius = 5.0 fm
Implied change of <r^2> = 0.01659 fm^2
Z * radius / a0 = 1.890e-03 (no unit)
Size energy, integral/formula, ball = 0.99843
Size energy, integral/formula, shell = 0.99811
Shift from nuclear integrals = 0.4018 mm/s
Integral shift / formula shift = 0.99764
Screened potential, inner charge 20, outer charge 1:
Screening length = 0.30 a0
Screened 4s energy = -0.09895 hartree
Screened 4s contact density = 4.2128e+30 m^-3
Hydrogen-like Z=20 / screened = 63.74
Screened / hydrogen-like Z=1 = 125.52
Isomer shift, screened 4s = 0.00632 mm/s
\end{verbatim}
